The Creep Exponent of a Domain Wall in a Thin Film

**Problem**

A magnetic film of thickness t contains one domain wall. A weak magnetic field favours the domain on one side, but random defects hold the wall, which advances by thermally activated jumps. Find how the jump barrier depends on the field, and hence the exponent μ in

ln v = constant − (constant/kT) B^(−μ).

Use the Larkin length, where the wall first adapts to the defects, and the roughness exponent ζ = 2/3, which describes its wandering on longer scales. Explain the origin of this roughness. Then evaluate the barrier for a model film at several fields.

**Model and conventions**

The wall is uniform through the film thickness, so it is a line. Let x run along its mean direction and let u(x) be its displacement. If γ is the wall energy per area, the line energy is σ = γt. For small slopes, a piece dx has length dx[1 + (u′)²/2], so the elastic energy is

E_el = (σ/2)∫(u′)² dx.

Long-range dipolar forces and internal wall dynamics are left out. Dipolar forces lower the line stiffness by an amount of order (μ₀M_s²t²/π) ln(L/ξ), about a tenth of σ at the longest critical length of the model film in section 7. Relative to σ this grows with t and M_s², so thicker films need it.

Defects are scattered independently with areal density n. Each contributes an energy +e_p or −e_p, with random sign, times exp(−d²/ξ²), where d is its distance from the wall measured along u. The length ξ is the range of a defect.

The symbol B means μ₀ times the applied field. Reversing the magnetization M_s in an area A changes the magnetic moment by 2M_s tA along the field, and so lowers the energy by 2M_s B tA.

**Solution**

**1. Pinning of a straight segment**

Because the signs are random, the mean pinning energy of a straight segment of length L is zero. Independent defects add in variance:

⟨E_pin²⟩ = nL e_p² ∫exp(−2d²/ξ²) dd
= nL e_p² ξ(π/2)^(1/2).

Thus

E_pin = (WL)^(1/2), W = (π/2)^(1/2) nξe_p².

The force from one defect has magnitude e_p(2|d|/ξ²)exp(−d²/ξ²). Since

∫d² exp(−2d²/ξ²) dd = (ξ²/4) ξ(π/2)^(1/2),

the factor 4/ξ⁴ from the squared force gives

⟨F_pin²⟩ = WL/ξ².

Sampling random defects at L_c and 4L_c, with L_c defined below, gives rms energies 0.986 and 0.988 times the formula, and rms forces 1.004 and 1.003 times it.

**2. The Larkin length**

To exploit a different defect arrangement, a segment must move by about ξ. This costs about σξ²/L; the factor of order one is dropped. Balance this cost against the pinning energy:

σξ²/L_c = (WL_c)^(1/2).

Squaring and collecting powers of L_c gives

L_c³ = σ²ξ⁴/W,

L_c = (σ²ξ⁴/W)^(1/3).

The energy at this scale is

U_c = σξ²/L_c = (σWξ²)^(1/3).

Below L_c elasticity wins and the segment is nearly straight. Above it, the wall can adapt.

A linear-response calculation shows how sharp this boundary is. Fix both ends of a segment. A unit force at its midpoint produces a tent-shaped displacement, equal to x/(2σ) for x < L/2. By reciprocity, this is also the midpoint response to a unit force at x. The random force has variance W/ξ² per length, so

⟨u_mid²⟩ = (W/ξ²) · 2∫₀^(L/2) x²/(4σ²) dx
= WL³/(48σ²ξ²).

Setting this equal to ξ² gives L = 48^(1/3)L_c = 3.63L_c. The Larkin length is therefore a scale, uncertain by a factor of this size.

**3. Where the roughness 2/3 comes from**

The energy (WL)^(1/2) belongs to a straight segment at a given place. A long wall instead chooses a favourable path, so its optimized energy needs a separate argument.

Let E(x,u) be the free energy of a line of length x whose far end is at u. Its partition function Z = exp(−E/kT) obeys

∂Z/∂x = (kT/2σ)Z″ − VZ/kT,

where primes now mean derivatives with respect to u, and V is the random potential per length. The first term sums over small thermal displacements of the elastic line; the second is the Boltzmann weight of the potential. From Z′/Z = −E′/kT,

Z″/Z = (E′)²/(kT)² − E″/kT.

Since ∂E/∂x = −kT(∂Z/∂x)/Z,

∂E/∂x = νE″ − (E′)²/(2σ) + V, ν = kT/(2σ).

This is the KPZ equation, with x playing the part of time.

Its stationary state can be found on a periodic grid in u with spacing a. Define s_i = (E_{i+1} − E_i)/a. Let the potentials at different sites be independent white noises in x of strength D/a. Discretize the two drift terms as

ν(s_i − s_{i−1})/a,

N_i = −(s_i² + s_i s_{i−1} + s_{i−1}²)/(6σ).

Try independent Gaussian slopes:

P ∝ exp[−(νa/D)Σs_i²].

Differentiation gives ∂lnP/∂E_i = (2ν/D)(s_i − s_{i−1}). The linear drift current is cancelled by the diffusion current −(D/2a)∂P/∂E_i. It remains to check that N_i does not change P, which requires

Σ[∂N_i/∂E_i + N_i ∂lnP/∂E_i] = 0.

The first part is proportional to Σ(s_{i−1} − s_i), which vanishes on the periodic grid. The second is proportional to

Σ(s_i² + s_i s_{i−1} + s_{i−1}²)(s_i − s_{i−1})
= Σ(s_i³ − s_{i−1}³) = 0.

So P is stationary. Each slope has variance D/(2νa). The energy difference between ends a distance u apart is a sum of u/a terms a·s_i, and for u far below the grid's period its variance is

a²(u/a)D/(2νa) = Du/(2ν).

In the stationary state the random energy difference therefore grows as u^(1/2), like a Brownian path. A line with one fixed end reaches this state first at small u. The estimate below extends the law up to the typical displacement of the free end, where it can hold only in order of magnitude. The amplitude found here is for white noise at finite temperature. At low temperature the defect range ξ changes the amplitude; I take the exponent to persist.

Displacing the end also has a systematic cost. Write the path as ux/L + w(x), with w = 0 at both ends. The cross term in the elastic energy is proportional to ∫w′dx = 0, leaving σu²/(2L) plus the elastic energy of w. Tilting the path does not alter the statistics of a potential uncorrelated along x. The mean cost is thus quadratic in u.

Now balance this cost against the random gain. Fix the gain's amplitude by requiring it to be U_c at u = ξ, and again drop the factor 1/2:

σu²/L = U_c(u/ξ)^(1/2).

Substitute U_c = σξ²/L_c, divide by σξ², and multiply by L:

(u/ξ)² = (L/L_c)(u/ξ)^(1/2).

Hence (u/ξ)^(3/2) = L/L_c and

u = ξ(L/L_c)^(2/3).

These ingredients were tested on a zero-temperature lattice line. It moves one site left or right at each step and passes through random wells of exponentially distributed depth. In 3000 samples the rms end displacement rises from 15.6 sites at 64 steps to 63.2 at 512. The fitted roughness exponent is 0.675. Energy differences between ends 2 to 16 sites apart grow with exponent 0.477, against 1/2. This range lies well below the rms displacement; near and beyond it the growth slows, to a local exponent of about 0.35 between 32 and 64 sites. Doubling the displacement from 96 to 192 sites multiplies the mean cost by 4.21. The lattice cost is quadratic only for small slopes: for a long line of N steps it is N − (N² − y²)^(1/2) at displacement y, which gives 4.11 here rather than 4. These finite samples support the scaling argument but do not determine the exponents precisely.

**4. Energy of a trial jump**

Consider a segment of length L > L_c that moves forward by its typical displacement u. Its elastic energy scale is

σu²/L = (σξ²/L_c)(L/L_c)^(4/3−1)
= U_c(L/L_c)^(1/3).

The optimized pinning energy varies on the same scale, because the two were balanced. On the lattice the spread of the ground-state energy grows with fitted exponent 0.354, near 1/3.

One further assumption is needed: **the barrier between neighbouring favourable positions has the same scaling as these energies.** The energies of the valleys alone do not prove this, since a barrier depends on the path between them. The lattice calculation does not test it.

The segment sweeps an area of about uL. Its Zeeman gain is

2M_s B t uL = 2M_s B t ξL_c(L/L_c)^(5/3).

Define B_c as the field at which this gain equals U_c at L = L_c:

B_c = U_c/(2M_s tξL_c) = σξ/(2M_s tL_c²).

With ℓ = L/L_c and b = B/B_c, the energy of the trial jump becomes

F(ℓ) = U_c[ℓ^(1/3) − bℓ^(5/3)].

**5. The critical segment and the exponent**

Differentiate:

dF/dℓ = (U_c/3)ℓ^(−2/3)[1 − 5bℓ^(4/3)].

The derivative is positive for small ℓ and negative for large ℓ, so its zero is a maximum. A shorter segment tends to fall back; a longer one gains energy by growing. The critical length is

ℓ* = (5b)^(−3/4).

At this length bℓ*^(4/3) = 1/5, so the Zeeman gain is one fifth of the first term. Therefore

F* = U_c ℓ*^(1/3)(1 − 1/5)
= (4/5)U_c(5b)^(−1/4).

Separating the numerical factor gives

F* = C U_c(B_c/B)^(1/4), C = (4/5)5^(−1/4) = 0.535.

If forward jumps follow the Arrhenius law, then

v = v₀ exp[−(C U_c/kT)(B_c/B)^(1/4)].

**The creep exponent is μ = 1/4.** Lowering the field forces the wall to reverse a longer segment, and the barrier of that segment is larger. The value 1/4 belongs to a line with short-range elasticity and defects that act only near the wall. The exponent ζ = 2/3 is the equilibrium roughness and is used only up to L*; nothing here fixes the roughness of the driven wall on longer scales. As B → 0, the barrier of an unlimited wall diverges within this model.

**6. What the exponent depends on**

Keep ζ general, and include shape factors a for the elastic term and c for the swept area:

F = U_c[aℓ^(2ζ−1) − cbℓ^(1+ζ)].

For 1/2 < ζ < 2, setting the derivative to zero gives

ℓ*^(2−ζ) = a(2ζ−1)/[cb(1+ζ)].

Both terms at the maximum scale as ℓ*^(2ζ−1), so F* ∝ b^(−μ) with

μ = (2ζ−1)/(2−ζ).

For ζ = 2/3 this is (1/3)/(4/3) = 1/4. The shape factors leave μ unchanged, but they change the barrier. At ζ = 2/3, ℓ*^(1/3) = [a/(5cb)]^(1/4), and the Zeeman term is again one fifth of the elastic one, so

F* = (4/5)U_c(5b)^(−1/4) a^(5/4)c^(−1/4).

A simpler count of the pinning energy shows why the roughness matters. Suppose that wandering over a width u much larger than ξ reduces the pinning variance by a factor of order ξ/u. Balancing σu²/L against (WLξ/u)^(1/2) gives u^(5/2) ∝ L^(3/2), or ζ = 3/5. This Flory estimate would give μ = (1/5)/(7/5) = 1/7. Direct numerical maximization of the barrier gives 0.25000 for ζ = 2/3 and 0.14286 for ζ = 3/5. This tests the maximization, not the barrier assumption.

Errors in ζ are amplified, because

dμ/dζ = [2(2−ζ) + (2ζ−1)]/(2−ζ)² = 3/(2−ζ)²,

which is 27/16 at ζ = 2/3. The lattice value, 0.675 when rounded, accordingly gives μ = 0.265 when the unrounded value is used.

**7. A model film**

Take γ = 10 mJ/m², t = 0.50 nm, M_s = 1.00 MA/m, ξ = 10 nm, n = 0.10 nm⁻², e_p = 10 meV and T = 100 K. These are round model parameters. The line energy is σ = γt = 31.21 meV/nm. The pinning strength is

W = (π/2)^(1/2) × 0.10 × 10 × 10²
= 125.3 meV²/nm.

The Larkin length and energy follow:

L_c = (31.21² × 10⁴/125.3)^(1/3) = 42.7 nm,

U_c = 31.21 × 10²/42.67 = 73.1 meV.

An area ξL_c contains about 43 defects. The energy of a single defect has a curvature of at most 2e_p/ξ² = 0.2 meV/nm², far below the midpoint stiffness 4σ/L_c = 2.9 meV/nm² of a segment of length L_c with fixed ends. One defect therefore cannot hold such a segment by itself, and pinning is collective. The thickness is far below L_c, as the line description requires. In SI units, σξ = 5.0×10⁻²⁰ J and 2M_s t = 1.0×10⁻³ A, so

B_c = 5.0×10⁻²⁰/[1.0×10⁻³ × (42.67×10⁻⁹)²]
= 27.5 mT.

At B = 0.10 mT, 5b = 5 × 0.10/27.46 = 0.0182 and (5b)^(−1/4) = 2.72. Thus

F* = 0.8 × 73.1 × 2.72 = 159 meV,

L* = 42.7 × 2.72³ ≈ 861 nm,

u* = 10 × 2.72² ≈ 74 nm.

The same formulas give the other cases. Here kT = 8.617 meV.

| B (mT) | L* (nm) | u* (nm) | F* (meV) | F*/kT |
|---|---|---|---|---|
| 0.01 | 4841 | 234 | 283 | 32.9 |
| 0.03 | 2124 | 135 | 215 | 25.0 |
| 0.10 | 861 | 74 | 159 | 18.5 |
| 0.30 | 378 | 43 | 121 | 14.0 |
| 1.00 | 153 | 23 | 90 | 10.4 |

From 0.01 to 1 mT the field grows a hundredfold, while the barrier falls by a factor 100^(1/4) = 3.16. The velocity is far more sensitive. If v₀ does not depend on the field,

ln[v(1 mT)/v(0.1 mT)] = 18.48 − 10.39 = 8.09,

a velocity ratio of about 3×10³. This is an estimate with a large uncertainty. Setting a = 1/2 and c = 2/3, for example, multiplies every barrier by 0.465 and reduces the ratio to about 43. These two values only illustrate the sensitivity; they do not describe a bulge with fixed ends. A parabolic bulge of height u has a = 8/3 and c = 2/3. By the formula of section 6 it multiplies every barrier by 3.77, and so raises the logarithm of the ratio from 8.09 to 30.5. The power of the field is thus much better founded here than the absolute velocity or its ratio.

**8. Where the creep law ends**

At high field the critical segment shrinks to L_c when 5b = 1, or B = B_c/5 = 5.5 mT. The scaling law needs L* well above L_c, so it fails before this. The 1 mT case, with L* = 3.6L_c, already lies at the edge: this is about the length at which linear response gives a displacement ξ. Its table entry is an extrapolation of the low-field law.

At low field the sample size intervenes. Suppose the wall has length L_s < L*, and write ℓ_s = L_s/L_c. The whole wall then moves as one segment. Take the simplest case: at zero field all valleys have equal energy and all barriers have equal height. A jump by u to the next valley then gains the full Zeeman energy, and detailed balance requires the forward and backward barriers to differ by exactly this gain. With the top of the barrier midway, each barrier shifts by half of it. (Section 4 counted the full gain at the top; the difference is a shape factor c, which does not affect μ.) Thus

F_± = U_c[ℓ_s^(1/3) ∓ bℓ_s^(5/3)/2].

Subtracting backward from forward jumps gives

v ∝ exp(−U_cℓ_s^(1/3)/kT) sinh[U_c bℓ_s^(5/3)/(2kT)].

For a small argument the hyperbolic sine is approximately equal to its argument, so v ∝ B: the barrier no longer diverges and the response is linear. In a random landscape the valleys and barriers are unequal. The response is still linear at small enough field, but the deepest valleys and highest barriers slow the wall, and the linear range can be narrower. In the model film at 0.01 mT, the crossover length depends on the shape factor. With half the gain at the top, as in F_±, the critical length is 2^(3/4) times the tabulated one, about 8.1 μm, and the two barrier formulas do not join: at the tabulated L*, F_+ = 319 meV against F* = 283 meV. The departure from the creep law thus begins at a wall length of several micrometres; with the full gain of section 4 this length is about 4.8 μm. Even with equal valleys the response is not yet linear there, because the argument of the hyperbolic sine is still about 4; in that simplest case it falls to one only at a length of about 2.1 μm.

Temperature sets another limit. The Arrhenius law needs F* ≫ kT. The defect landscape must also survive thermal motion on the scale L_c. Equipartition gives σu²/L_c ~ kT, or u²/ξ² ~ kT/U_c = 0.12. The thermal displacement is then about a third of ξ, so neglecting its smoothing of the defects is reasonable for an estimate, though not a precise approximation.

The numerical output below lists most of the values and comparisons used here.

Calculated quantities

```
MODEL FILM
wall energy per area: 10.0 mJ/m^2
thickness: 0.50 nm
magnetization: 1.00 MA/m
defect range xi: 10.0 nm
defect density: 0.10 nm^-2
defect energy: 10.0 meV
temperature: 100 K, kT: 8.617 meV
line energy sigma: 31.21 meV/nm
pinning variance W: 125.3 meV^2/nm
Larkin length L_c: 42.67 nm
energy scale U_c: 73.13 meV
field scale B_c: 27.46 mT
defects in area xi*L_c: 42.7
CHECKS (pure numbers)
sampled/formula pinning energy, L_c and 4 L_c: 0.986 0.988
sampled/formula pinning force, L_c and 4 L_c: 1.004 1.003
length/L_c where midpoint rms = xi: 3.634
lattice samples: 3000, longest line: 512 steps
steps 64: end rms 15.58 sites, energy std 6.174
steps 128: end rms 24.60 sites, energy std 7.860
steps 256: end rms 39.81 sites, energy std 9.970
steps 512: end rms 63.18 sites, energy std 12.922
lattice roughness exponent: 0.675
lattice energy exponent: 0.354
energy-difference exponent: 0.477
cost ratio for doubled displacement: 4.21
creep exponent from lattice roughness: 0.265
numerical creep exponent, zeta=2/3: 0.25000
numerical creep exponent, zeta=3/5: 0.14286
exponent with a=1/2, c=2/3: 0.25000
barrier factor with a=1/2, c=2/3: 0.465
barrier prefactor C: 0.5350
U_b = C U_c: 39.12 meV
CREEP IN THE MODEL FILM
B 0.01 mT: L* 4841 nm, u* 234.3 nm, F* 283.2 meV, F*/kT 32.87
B 0.03 mT: L* 2124 nm, u* 135.3 nm, F* 215.2 meV, F*/kT 24.97
B 0.10 mT: L* 861 nm, u* 74.1 nm, F* 159.3 meV, F*/kT 18.48
B 0.30 mT: L* 378 nm, u* 42.8 nm, F* 121.0 meV, F*/kT 14.04
B 1.00 mT: L* 153 nm, u* 23.4 nm, F* 89.6 meV, F*/kT 10.39
ln[v(1 mT)/v(0.1 mT)]: 8.09
v(1 mT)/v(0.1 mT): 3.26e+03
same ratio with a=1/2, c=2/3: 43.1
```
